# Voltage Ramp for a Constant Sheath Above an Insulating Substrate: a numerical check

```python
# Result under test: above an insulating substrate the sheath voltage U stays
# constant when the electrode voltage is ramped at  slope = -J / C.
#   C : capacitance per area, electrode to plasma-facing surface (F/m^2)
#   J : ion current density to the surface (A/m^2)
#   U : plasma potential minus surface potential (V); plasma potential constant
# With secondary electron yield g the slope becomes -J (1 + g) / C.
# The sheath stores charge e*n*s(U), with s the Child-law sheath thickness and
# n the sheath-edge density; this affects drift but not the correct slope.
import numpy as np
from scipy.constants import e, m_e, epsilon_0, atomic_mass
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

# Inputs
C = 100e-9               # F/m^2
J = 10.0                 # A/m^2
U0 = 100.0               # V, sheath voltage to be held
T_ramp = 2e-6            # s
Te = 3.0                 # electron temperature in eV (volts)
M = 40 * atomic_mass     # kg, singly charged model ion
eps_r = 4.0              # relative permittivity of glass, rough
gamma = 0.1              # secondary electron yield, rough
gap = 10e-6              # m, vacuum gap under the wafer
glass_conductivity = 1e-10   # S/m, rough and cautious
breakdown_field = 1e7        # V/m, rough and cautious

bohm_speed = np.sqrt(e * Te / M)
n_edge = J / (e * bohm_speed)
mean_speed = np.sqrt(8 * e * Te / (np.pi * m_e))
J_sat = e * n_edge * mean_speed / 4


def thickness(U):
    """Child-law sheath thickness."""
    return np.sqrt(4 / 9 * epsilon_0 * np.sqrt(2 * e / M) * U**1.5 / J)


def stored_charge(U):
    return e * n_edge * thickness(U)


def sheath_capacitance(U):
    return 0.75 * stored_charge(U) / U


def voltage_from_charge(conducted, electrode_change, storage):
    """Sheath voltage that satisfies conservation of charge."""
    def imbalance(U):
        insulator = C * (U0 - U - electrode_change)
        sheath = storage * (stored_charge(U) - stored_charge(U0))
        return insulator - conducted - sheath
    return brentq(imbalance, 1e-6, 2000.0, xtol=1e-11)


def simulate(slope, duration, storage=1.0, g=0.0):
    """Sheath voltage history from accumulated conducted charge."""
    def current(t, q):
        U = voltage_from_charge(q[0], slope * t, storage)
        return [J * (1 + g) - J_sat * np.exp(-U / Te)]
    run = solve_ivp(current, (0, duration), [0.0], rtol=1e-9,
                    atol=1e-15, max_step=duration / 20)
    assert run.success
    return np.array([voltage_from_charge(q, slope * t, storage)
                     for t, q in zip(run.t, run.y[0])])


def find_slope(storage=1.0, g=0.0):
    """Search for the slope that returns U to its starting value."""
    return brentq(lambda a: simulate(a, T_ramp, storage, g)[-1] - U0,
                  -150e6, -80e6, xtol=1.0)


# Correct slope, found without using the formula
slope = -J / C
found = find_slope()
assert abs(found / slope - 1) < 1e-6
for storage in (0.0, 2.0):
    assert abs(find_slope(storage) / slope - 1) < 1e-6
slope_secondary = -J * (1 + gamma) / C
found_secondary = find_slope(g=gamma)
assert abs(found_secondary / slope_secondary - 1) < 1e-6
held = simulate(slope, T_ramp)
largest_deviation = np.max(np.abs(held - U0))
assert largest_deviation < 1e-5


# Drift: rate equation against the charge-conservation simulation
def integrate_rate(a, duration):
    def rate(t, y):
        U = y[0]
        electrons = J_sat * np.exp(-U / Te)
        return [(-C * a - J + electrons) / (C + sheath_capacitance(U))]
    run = solve_ivp(rate, (0, duration), [U0], rtol=1e-9, atol=1e-9,
                    max_step=duration / 20)
    assert run.success
    return run.y[0, -1]


T_flat = 0.5e-6
U_flat = simulate(0.0, T_flat)[-1]
U_weak = simulate(0.9 * slope, T_ramp)[-1]
U_steep = simulate(1.1 * slope, T_ramp)[-1]
assert abs(U_flat - integrate_rate(0.0, T_flat)) < 1e-4
assert abs(U_weak - integrate_rate(0.9 * slope, T_ramp)) < 1e-4
assert abs(U_steep - integrate_rate(1.1 * slope, T_ramp)) < 1e-4
U_flat_no_storage = U0 - J * T_flat / C
assert abs(simulate(0.0, T_flat, 0.0)[-1] - U_flat_no_storage) < 1e-3
assert U_flat_no_storage < U_flat < U0 < U_steep
U_secondary = simulate(slope, T_ramp, g=gamma)[-1]
assert U_secondary < U0


# Child sheath: integrate Poisson's equation, scaled potential y from 0 to 1.
# The tiny starting potential causes an error of order 1e-4.
def poisson(z, y):
    inverse_speed = 1 / np.sqrt(y[0])
    return [y[1], inverse_speed, inverse_speed]


def wall(z, y):
    return y[0] - 1


wall.terminal = True
child = solve_ivp(poisson, (0, 2), [1e-8, 0.0, 0.0], events=wall,
                  rtol=1e-9, atol=1e-13)
length_unit = np.sqrt(epsilon_0 * np.sqrt(2 * e / M) * U0**1.5 / J)
wall_speed = np.sqrt(2 * e * U0 / M)
s0 = thickness(U0)
transit = 3 * s0 / wall_speed
assert len(child.t_events[0]) == 1
assert abs(child.t_events[0][0] * length_unit / s0 - 1) < 1e-3
transit_numeric = child.y_events[0][0][2] * length_unit / wall_speed
assert abs(transit_numeric / transit - 1) < 1e-3
assert transit < 0.2 * T_ramp


# Electron current from the one-dimensional Maxwellian
def electron_current(barrier):
    start = np.sqrt(2 * barrier / Te)
    integral = quad(lambda w: w * np.exp(-w * w / 2), start, np.inf,
                    epsabs=1e-14)[0]
    thermal = np.sqrt(e * Te / m_e)
    return e * n_edge * thermal * integral / np.sqrt(2 * np.pi)


U_one_percent = Te * np.log(100 * J_sat / J)
assert abs(electron_current(0.0) / J_sat - 1) < 1e-7
assert abs(electron_current(U_one_percent) / (0.01 * J) - 1) < 1e-5
electron_ratio = J_sat * np.exp(-U0 / Te) / J

# Reset: no net conducted charge over a full cycle
drop = J * T_ramp / C
deposited = J * T_ramp
reset = deposited / (J_sat - J)


def cycle_charge(t_reset):
    ions = quad(lambda t: J, 0, T_ramp + t_reset)[0]
    return ions - electron_current(0.0) * t_reset


reset_numeric = brentq(cycle_charge, 0, T_ramp, xtol=1e-16)
assert abs(reset_numeric / reset - 1) < 1e-5

# Vacuum gap: finite-difference potential across gap and glass
glass_thickness = eps_r * epsilon_0 / C
C_gap = epsilon_0 / gap
C_series = 1 / (1 / C + 1 / C_gap)
cells = 20
permittivity = np.repeat([epsilon_0, eps_r * epsilon_0], cells)
widths = np.repeat([gap / cells, glass_thickness / cells], cells)
link = permittivity / widths
matrix = (np.diag(link[:-1] + link[1:])
          - np.diag(link[1:-1], 1) - np.diag(link[1:-1], -1))
source = np.zeros(2 * cells - 1)
source[-1] = link[-1]                 # top at 1 V, bottom at 0 V
potential = np.linalg.solve(matrix, source)
assert abs(link[0] * potential[0] / C_series - 1) < 1e-9
slope_gap = -J / C_series

# Remaining size estimates
C_sheath = sheath_capacitance(U0)
step = 1e-3
difference = (stored_charge(U0 + step) - stored_charge(U0 - step)) / (2 * step)
assert abs(difference / C_sheath - 1) < 1e-6
added_field = drop / glass_thickness
leakage_ratio = glass_conductivity * added_field / J
assert leakage_ratio < 1e-3 and added_field < breakdown_field


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Substrate capacitance per area", C * 1e9, "nF/m^2")
show("Ion current density", J, "A/m^2")
show("Sheath voltage to be held", U0, "V")
show("Ramp duration", T_ramp * 1e6, "us")
show("Electron temperature", Te, "eV")
show("Model ion mass", M / atomic_mass, "u")
show("Required slope, formula", slope * 1e-6, "V/us", ".3f")
show("Required slope, formula, SI", slope, "V/s", ".3e")
show("Required slope, found by search", found * 1e-6, "V/us", ".3f")
show("Largest deviation of U on correct ramp", largest_deviation, "V", ".1e")
show("Electrode drop during ramp", drop, "V")
show("Ion charge deposited during ramp", deposited * 1e6, "uC/m^2")
show("Flat bias: time considered", T_flat * 1e6, "us")
show("Flat bias: U left, no sheath charge", U_flat_no_storage, "V", ".1f")
show("Flat bias: U left, with sheath charge", U_flat, "V", ".1f")
show("Ramp 10% too weak: U at end", U_weak, "V", ".1f")
show("Ramp 10% too steep: U at end", U_steep, "V", ".1f")
show("Bohm speed", bohm_speed, "m/s", ".0f")
show("Sheath-edge density", n_edge, "m^-3", ".2e")
show("Child sheath thickness", s0 * 1e3, "mm", ".3f")
show("Ion transit time", transit * 1e6, "us", ".3f")
show("Sheath capacitance per area", C_sheath * 1e9, "nF/m^2", ".1f")
show("Sheath / substrate capacitance", C_sheath / C, "", ".3f")
show("Electron saturation current density", J_sat, "A/m^2", ".0f")
show("Shortest reset time", reset * 1e9, "ns", ".1f")
show("Electron / ion current at held U", electron_ratio, "", ".1e")
show("U where electron current is 1% of ion", U_one_percent, "V", ".1f")
show("Secondary electron yield (rough)", gamma, "")
show("Slope with secondary emission", slope_secondary * 1e-6, "V/us", ".1f")
show("Same, found by search", found_secondary * 1e-6, "V/us", ".1f")
show("U at end if emission is ignored", U_secondary, "V", ".1f")
show("Relative permittivity of glass (rough)", eps_r, "")
show("Glass thickness implied", glass_thickness * 1e3, "mm", ".3f")
show("Vacuum gap under wafer", gap * 1e6, "um")
show("Gap capacitance per area", C_gap * 1e9, "nF/m^2", ".0f")
show("Series capacitance with gap", C_series * 1e9, "nF/m^2", ".1f")
show("Slope with gap", slope_gap * 1e-6, "V/us", ".1f")
show("Field added in glass", added_field * 1e-8, "MV/cm", ".4f")
show("Breakdown field (rough, cautious)", breakdown_field * 1e-8, "MV/cm")
show("Glass conductivity (rough)", glass_conductivity, "S/m", ".0e")
show("Leakage / ion current", leakage_ratio, "", ".1e")
print("all good")
```

Printed output:

```
Substrate capacitance per area: 100 nF/m^2
Ion current density: 10 A/m^2
Sheath voltage to be held: 100 V
Ramp duration: 2 us
Electron temperature: 3 eV
Model ion mass: 40 u
Required slope, formula: -100.000 V/us
Required slope, formula, SI: -1.000e+08 V/s
Required slope, found by search: -100.000 V/us
Largest deviation of U on correct ramp: 5.9e-11 V
Electrode drop during ramp: 200 V
Ion charge deposited during ramp: 20 uC/m^2
Flat bias: time considered: 0.5 us
Flat bias: U left, no sheath charge: 50.0 V
Flat bias: U left, with sheath charge: 60.8 V
Ramp 10% too weak: U at end: 84.2 V
Ramp 10% too steep: U at end: 115.9 V
Bohm speed: 2690 m/s
Sheath-edge density: 2.32e+16 m^-3
Child sheath thickness: 0.930 mm
Ion transit time: 0.127 us
Sheath capacitance per area: 25.9 nF/m^2
Sheath / substrate capacitance: 0.259
Electron saturation current density: 1077 A/m^2
Shortest reset time: 18.7 ns
Electron / ion current at held U: 3.6e-13
U where electron current is 1% of ion: 27.9 V
Secondary electron yield (rough): 0.1
Slope with secondary emission: -110.0 V/us
Same, found by search: -110.0 V/us
U at end if emission is ignored: 84.2 V
Relative permittivity of glass (rough): 4
Glass thickness implied: 0.354 mm
Vacuum gap under wafer: 10 um
Gap capacitance per area: 885 nF/m^2
Series capacitance with gap: 89.9 nF/m^2
Slope with gap: -111.3 V/us
Field added in glass: 0.0056 MV/cm
Breakdown field (rough, cautious): 0.1 MV/cm
Glass conductivity (rough): 1e-10 S/m
Leakage / ion current: 5.6e-06
all good
```
